# Comment on reading a diffusion barrier from island densities: verification in Python

```python
"""Irreversible island density N in epitaxy: its Arrhenius slope is about Ed/3.

Ed: adatom diffusion barrier; Gamma = nu exp(-Ed/kT): total hop rate per adatom;
F: flux per site; D: diffusion coefficient in site areas per second;
n1: adatoms per site; sigma: capture number, defined by capture rate sigma*D*N.
For stable immobile dimers and isotropic 2D diffusion, N^3 = 3*coverage*F/(sigma*D).
Atom-by-atom simulation tests this, its logarithmic correction, and the 1D exception.
Rough typical parameters for Rh on Rh(111) set the regime of the example.
"""
import random
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

random.seed(2718)
K_B = constants.k / constants.e       # eV/K
BARRIER = 0.15                        # eV, rough
ATTEMPT = 1.0e12                      # 1/s, rough
SPACING = 0.27                        # nm, rough
FLUX = 0.01                           # monolayers/s
COVERAGE = 0.10
TEMPERATURES = np.array([85.0, 95.0, 110.0])
HOPS_PER_D = 2 * np.sqrt(3)           # Gamma/D on the triangular lattice


def triangular(size):
    steps = ((1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1))
    return [tuple((x + dx) % size + size * ((y + dy) % size) for dx, dy in steps)
            for y in range(size) for x in range(size)]


def ring(size):
    return [((x - 1) % size, (x + 1) % size) for x in range(size)]


def hop_rate(temperature):
    return ATTEMPT * np.exp(-BARRIER / (K_B * temperature))


def grow(hops_per_flux, neighbours, coverage, extended=False):
    """Kinetic Monte Carlo. Site state: 0 empty, 1 adatom, 2 island.

    Point islands capture atoms reaching their site; extended islands
    freeze atoms on nearest-neighbour contact. Returns the number of
    nucleated islands per site and the mean of n1*N in the second half.
    """
    sites = len(neighbours)
    directions = len(neighbours[0])
    state = [0] * sites
    adatoms = []
    islands = landed = 0
    target = round(coverage * sites)
    product_sum = samples = 0
    draw = random.random
    while landed < target:
        pick = draw() * (sites + hops_per_flux * len(adatoms))
        if pick < sites:
            if 2 * landed >= target:
                product_sum += len(adatoms) * islands
                samples += 1
            landed += 1
            site = int(pick)
            met = state[site]
            if extended and not met:
                met = any(state[x] for x in neighbours[site])
            if not met:
                state[site] = 1
                adatoms.append(site)
                continue
        else:
            choice = (pick - sites) / hops_per_flux
            index = int(choice)
            old = adatoms[index]
            site = neighbours[old][int((choice - index) * directions)]
            state[old] = 0
            if extended:
                a, b, c, d, e, f = neighbours[site]
                met = (state[a] or state[b] or state[c]
                       or state[d] or state[e] or state[f])
            else:
                met = state[site]
            if not met:
                state[site] = 1
                adatoms[index] = site
                continue
            adatoms[index] = adatoms[-1]
            adatoms.pop()
        contacts = (site,) + neighbours[site] if extended else (site,)
        partners = [x for x in contacts if state[x]]
        if all(state[x] == 1 for x in partners):
            islands += 1
        for x in partners:
            if state[x] == 1:
                adatoms.remove(x)
                state[x] = 2
        state[site] = 2
    return islands / sites, product_sum / samples / sites**2


def direct_capture_hops(neighbours):
    """Mean hops from a uniformly random start to a trap at site zero."""
    sites = len(neighbours)
    matrix = np.eye(sites)
    for site, around in enumerate(neighbours):
        for other in around:
            matrix[site, other] -= 1 / len(around)
    return np.linalg.solve(matrix[1:, 1:], np.ones(sites - 1)).sum() / sites


def spectral_capture_hops(size):
    k = 2 * np.pi * np.arange(size) / size
    kx, ky = np.meshgrid(k, k)
    gap = 1 - (np.cos(kx) + np.cos(ky) + np.cos(kx - ky)) / 3
    return np.sum(1 / gap.ravel()[1:])


# Capture by periodic point traps.
exact_small = direct_capture_hops(triangular(12))
assert abs(exact_small / spectral_capture_hops(12) - 1) < 1e-9
assert abs(direct_capture_hops(ring(50)) / ((50**2 - 1) / 6) - 1) < 1e-9
LOG_COEFFICIENT = np.sqrt(3) / (2 * np.pi)
LOG_OFFSET = spectral_capture_hops(300) / 300**2 - LOG_COEFFICIENT * np.log(300**2)
for size in (12, 20, 40):
    formula = size**2 * (LOG_COEFFICIENT * np.log(size**2) + LOG_OFFSET)
    # Finite-lattice corrections decrease as the inverse number of sites.
    assert abs(formula / spectral_capture_hops(size) - 1) < 0.005


def capture_number(density):
    return HOPS_PER_D / (LOG_COEFFICIENT * np.log(1 / density) + LOG_OFFSET)


def predicted_density(diffusion_per_flux):
    density = 0.01
    for _ in range(60):
        density = (3 * COVERAGE / (capture_number(density)
                                   * diffusion_per_flux)) ** (1 / 3)
    return density


# Rate equations with constant capture number, with or without dimer breakup.
CONSTANT_SIGMA = 3.0
WEAK_BOND = 0.05                      # eV, round test value, not a Rh property


def integrate_rates(temperature, bond=None):
    ratio = hop_rate(temperature) / HOPS_PER_D / FLUX
    collision = CONSTANT_SIGMA * ratio
    breakup = 0.0
    if bond is not None:
        breakup = collision / (3 * np.exp(bond / (K_B * temperature)))

    def derivative(_, y):
        adatom, dimer, larger = y
        pairing = collision * adatom**2 - breakup * dimer
        growth = collision * adatom * dimer
        return [1 - 2 * pairing - growth - collision * adatom * larger,
                pairing - growth, growth]

    run = solve_ivp(derivative, (0, COVERAGE), [0, 0, 0], method="Radau",
                    rtol=1e-7, atol=1e-15)
    assert run.success
    return run.y[2, -1] + (run.y[1, -1] if bond is None else 0), ratio


hot = np.array([190.0, 210.0])        # gives the large-D/F limit of the equations
inverse_hot = 1 / (K_B * hot)
stable = [integrate_rates(t) for t in hot]
weak = [integrate_rates(t, WEAK_BOND) for t in hot]
slope_stable = np.diff(np.log([s[0] for s in stable]))[0] / np.diff(inverse_hot)[0]
slope_weak = np.diff(np.log([w[0] for w in weak]))[0] / np.diff(inverse_hot)[0]
slope_weak_law = (2 * BARRIER + WEAK_BOND) / 4
assert abs(slope_stable / (BARRIER / 3) - 1) < 0.01
assert abs(slope_weak / slope_weak_law - 1) < 0.02
amplitude = (3 * COVERAGE / (CONSTANT_SIGMA * stable[0][1])) ** (1 / 3)
assert abs(stable[0][0] / amplitude - 1) < 0.02

# Atom-by-atom simulations at the temperatures of the example.
lattice = triangular(190)
rates = hop_rate(TEMPERATURES)
d_over_f = rates / HOPS_PER_D / FLUX
inverse_kt = 1 / (K_B * TEMPERATURES)
point_runs = [grow(r / FLUX, lattice, COVERAGE) for r in rates]
density = np.array([p[0] for p in point_runs])
sigma_simulated = 1 / (d_over_f * np.array([p[1] for p in point_runs]))
density_theory = np.array([predicted_density(r) for r in d_over_f])
extended_density = np.array([grow(r / FLUX, lattice, COVERAGE, True)[0]
                             for r in rates])
slope = np.polyfit(inverse_kt, np.log(density), 1)[0]
slope_extended = np.polyfit(inverse_kt, np.log(extended_density), 1)[0]
centred = inverse_kt - inverse_kt.mean()
slope_error = (np.sqrt(np.sum(centred**2 / (density * len(lattice))))
               / np.sum(centred**2))
middle = np.exp(np.mean(np.log(density_theory)))
chi_log = 1 / (3 + 1 / (np.log(1 / middle) + LOG_OFFSET / LOG_COEFFICIENT))
chi = slope / BARRIER
# Allowances: counting noise, the initial transient and irregular island spacing.
assert abs(chi - chi_log) < 0.035
assert np.all(abs(density / density_theory - 1) < 0.25)
assert np.all(abs(sigma_simulated / capture_number(density) - 1) < 0.35)
assert abs(slope_extended / BARRIER - 1 / 3) < 0.05

# One-dimensional diffusion, islands confined to the row.
line = ring(10000)
line_ratios = np.array([1.0e5, 3.0e6])       # Gamma/F
line_density = np.array([grow(r, line, 0.2)[0] for r in line_ratios])
chi_line = -np.diff(np.log(line_density))[0] / np.diff(np.log(line_ratios))[0]
line_theory = (0.2 / (3 * line_ratios / 2)) ** 0.25
assert abs(chi_line - 0.25) < 0.04           # counting noise and transient

# Consequence of the wrong reading, and neglected effects at the hottest point.
rate_error = np.exp((BARRIER - slope) / (K_B * 100.0))
kt_hot = K_B * TEMPERATURES[-1]
n1_hot = 1 / (capture_number(density[-1]) * d_over_f[-1] * density[-1])
lifetime = n1_hot / FLUX
bond_needed = kt_hot * np.log(10 / (3 * n1_hot))
extra_dimer_barrier = kt_hot * np.log(10 * density[-1] / n1_hot)
desorption_needed = kt_hot * np.log(10 * ATTEMPT * lifetime)
tunnel_temperature = constants.h * ATTEMPT / (2 * np.pi * constants.k)
site_area = np.sqrt(3) / 2 * SPACING**2

print(f"Barrier put in: {BARRIER:.3f} eV; attempt rate: {ATTEMPT:.1e} 1/s")
print(f"Flux: {FLUX:.3f} monolayer/s; coverage: {COVERAGE:.2f}")
print(f"Spacing: {SPACING:.2f} nm; site area: {site_area:.4f} nm^2")
print(f"2D lattice: {len(lattice)} sites")
for i, t in enumerate(TEMPERATURES):
    print(f"T = {t:.0f} K: hop rate {rates[i]:.3e} 1/s; D/F {d_over_f[i]:.3e}")
    print(f"  N simulated {density[i]:.3e}, theory {density_theory[i]:.3e} per site")
    print(f"  N simulated {density[i] / site_area:.3e} per nm^2")
    print(f"  capture number: simulated {sigma_simulated[i]:.2f}, "
          f"periodic traps {capture_number(density[i]):.2f}")
    print(f"  N with extended islands {extended_density[i]:.3e} per site")
print(f"Simulated Arrhenius slope: {slope:.4f} eV")
print(f"Poisson estimate of its error: {slope_error:.4f} eV")
print(f"One third of the barrier: {BARRIER / 3:.4f} eV")
print(f"Exponent: simulated {chi:.3f}, with log correction {chi_log:.3f}")
print(f"Log-law coefficient a: {LOG_COEFFICIENT:.4f}; offset c: {LOG_OFFSET:.4f}")
print(f"Barrier from 3 x slope: {3 * slope:.4f} eV")
print(f"Barrier from slope / log-corrected exponent: {slope / chi_log:.4f} eV")
print(f"Hop-rate error factor at 100 K if slope is taken as barrier: {rate_error:.2e}")
print(f"Slope with extended islands: {slope_extended:.4f} eV")
print(f"Rate equations, stable dimers, 190-210 K: slope {slope_stable:.5f} eV")
print(f"Rate equations, weak dimer bond {WEAK_BOND:.2f} eV: slope {slope_weak:.5f} eV")
print(f"  law for critical size 2: {slope_weak_law:.5f} eV")
print(f"1D runs: {len(line)} sites, coverage 0.20")
for i, r in enumerate(line_ratios):
    print(f"  Gamma/F {r:.1e}: N simulated {line_density[i]:.4f}, "
          f"theory {line_theory[i]:.4f} per site")
print(f"1D exponent simulated: {chi_line:.3f}; law: {1 / 4:.3f}")
print(f"At {TEMPERATURES[-1]:.0f} K: adatom density {n1_hot:.2e} per site")
print(f"  adatom lifetime {lifetime:.2e} s")
print("Needed for each neglected rate to be ten times below its competitor:")
print(f"  dimer bond energy above {bond_needed:.3f} eV")
print(f"  dimer diffusion barrier above Ed by {extra_dimer_barrier:.3f} eV")
print(f"  desorption energy above {desorption_needed:.3f} eV")
print(f"Tunnelling crossover estimate: {tunnel_temperature:.1f} K")
print("all tests passed")
```

Printed output:

```
Barrier put in: 0.150 eV; attempt rate: 1.0e+12 1/s
Flux: 0.010 monolayer/s; coverage: 0.10
Spacing: 0.27 nm; site area: 0.0631 nm^2
2D lattice: 36100 sites
T = 85 K: hop rate 1.277e+03 1/s; D/F 3.687e+04
  N simulated 1.321e-02, theory 1.485e-02 per site
  N simulated 2.093e-01 per nm^2
  capture number: simulated 2.13, periodic traps 2.43
  N with extended islands 7.008e-03 per site
T = 95 K: hop rate 1.103e+04 1/s; D/F 3.183e+05
  N simulated 7.008e-03, theory 7.550e-03 per site
  N simulated 1.110e-01 per nm^2
  capture number: simulated 1.99, periodic traps 2.16
  N with extended islands 3.684e-03 per site
T = 110 K: hop rate 1.341e+05 1/s; D/F 3.872e+06
  N simulated 3.518e-03, theory 3.427e-03 per site
  N simulated 5.572e-02 per nm^2
  capture number: simulated 1.61, periodic traps 1.93
  N with extended islands 1.579e-03 per site
Simulated Arrhenius slope: 0.0426 eV
Poisson estimate of its error: 0.0033 eV
One third of the barrier: 0.0500 eV
Exponent: simulated 0.284, with log correction 0.315
Log-law coefficient a: 0.2757; offset c: 0.2352
Barrier from 3 x slope: 0.1278 eV
Barrier from slope / log-corrected exponent: 0.1352 eV
Hop-rate error factor at 100 K if slope is taken as barrier: 2.58e+05
Slope with extended islands: 0.0481 eV
Rate equations, stable dimers, 190-210 K: slope 0.04982 eV
Rate equations, weak dimer bond 0.05 eV: slope 0.08746 eV
  law for critical size 2: 0.08750 eV
1D runs: 10000 sites, coverage 0.20
  Gamma/F 1.0e+05: N simulated 0.0300, theory 0.0340 per site
  Gamma/F 3.0e+06: N simulated 0.0140, theory 0.0145 per site
1D exponent simulated: 0.224; law: 0.250
At 110 K: adatom density 3.80e-05 per site
  adatom lifetime 3.80e-03 s
Needed for each neglected rate to be ten times below its competitor:
  dimer bond energy above 0.108 eV
  dimer diffusion barrier above Ed by 0.065 eV
  desorption energy above 0.231 eV
Tunnelling crossover estimate: 7.6 K
all tests passed
```
